# Why silicon's conduction pair at X splits in zincblende

**Q:** Band plots of silicon show the two lowest conduction bands meeting at X. In a zincblende crystal with the same lattice they stay apart. What differs between the two potentials?

**A:** The two atoms of the primitive cell are alike in silicon and unlike in zincblende. Put the origin midway between them, with atom 1 at $-\tau$ and atom 2 at $+\tau$, where $\tau=(a/8)(1,1,1)$ and $a$ is the cubic lattice constant. Treat one spinless electron in the sum of two spherical atomic pseudopotentials $u_1$, $u_2$, repeated over the fcc lattice. With $V(\mathbf r)=\sum_{\mathbf G}V(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$ and primitive-cell volume $\Omega$, moving an atom from the origin to $\mp\tau$ multiplies its Fourier transform by $e^{\pm i\mathbf G\cdot\tau}$. Let $v_j=2\tilde u_j/\Omega$. Then

$$V(\mathbf G)=\tfrac12\left(v_1e^{i\mathbf G\cdot\tau}+v_2e^{-i\mathbf G\cdot\tau}\right)=V_S\cos\mathbf G\cdot\tau+iV_A\sin\mathbf G\cdot\tau,$$

$$V_S=\tfrac12(v_1+v_2),\qquad V_A=\tfrac12(v_1-v_2).$$

The form factors depend on $|\mathbf G|^2$ alone, so I label them by shell: $V_{S3}$ belongs to $|\mathbf G|^2=3$ in units of $(2\pi/a)^2$. Silicon has $V_A=0$. Its potential is then even under inversion about the bond centre. The $V_A$ part is odd.

One coefficient already shows the difference. At $X=(2\pi/a)(1,0,0)$ the plane waves $(1,0,0)$ and $(-1,0,0)$ have equal kinetic energy and differ by $\mathbf G=(2,0,0)$. There $\mathbf G\cdot\tau=\pi/2$, so the cosine vanishes and the sine is one. The symmetric potential cannot couple these waves directly, whereas the antisymmetric one couples them through $iV_{A4}$.

**Q:** They could still be coupled indirectly, through other plane waves. Why does the degeneracy survive that?

**A:** A symmetry argument covers all the plane waves at once. Let $P$ be inversion about the bond centre, and let $C$ be the twofold rotation about the $z$ axis through atom 1. In silicon both are symmetries. Their actions on a point are

$$P:(x,y,z)\to(-x,-y,-z),$$
$$C:(x,y,z)\to(-x-\tfrac a4,\,-y-\tfrac a4,\,z).$$

The second line leaves atom 1, at $x=y=-a/8$, where it is. Now apply them in both orders:

$$PC:(x,y,z)\to(x+\tfrac a4,\,y+\tfrac a4,\,-z),$$
$$CP:(x,y,z)\to(x-\tfrac a4,\,y-\tfrac a4,\,-z).$$

The results differ by $\mathbf R=(a/2,a/2,0)$, which is a lattice vector. A translation by $\mathbf R$ multiplies a Bloch function at X by $e^{-iX\cdot\mathbf R}=e^{-i\pi}=-1$. Both operations turn X into $-X$, which is equivalent to X because $2X$ is a reciprocal lattice vector. Hence, on states at X,

$$PC=-CP.$$

Take an energy eigenstate $\psi$ with parity $P\psi=p\psi$. Then $C\psi$ has the same energy, and

$$P(C\psi)=-CP\psi=-p\,(C\psi).$$

Its parity is opposite, so it is orthogonal to $\psi$. Every level at X is therefore at least twofold degenerate, the lowest conduction level included. The argument uses the symmetry and not the size or locality of the potential. At the equivalent point $(2\pi/a)(0,0,1)$ the phase for this $\mathbf R$ is $+1$, and the rotation about $x$ takes over the role of $C$.

**Q:** So is the absence of spin-orbit coupling what makes the states degenerate?

**A:** No. Leaving it out simplifies the counting, but the silicon level stays degenerate when it is included. Inversion does not act on spin, and the spin factor that accompanies $C$ commutes with $P$, so $PC=-CP$ still holds. Time reversal $\Theta$ maps X to $-X$, hence back to X, and commutes with $P$. Because $\Theta^2=-1$ for spin one-half, $\psi$ and $\Theta\psi$ are orthogonal states of equal parity. Applying $C$ to them gives two more states of the opposite parity. The level is at least fourfold, counting spin.

In zincblende, time reversal alone guarantees pairs. The four conduction states can then form two spin doublets at different energies.

**Q:** Is there a picture of the two states that shows why unlike atoms matter?

**A:** Choose combinations that are eigenstates of $C$ instead of $P$. The rotation $C_2$ about the parallel axis through atom 2 takes $(x,y,z)$ to $(-x+a/4,-y+a/4,z)$. It differs from $C$ by the same lattice vector $\mathbf R$, so $C_2=-C$ on states at X.

Let $C\psi=\psi$. Since $C_2$ leaves the position $\tau$ fixed,

$$\psi(\tau)=(C_2\psi)(\tau)=-(C\psi)(\tau)=-\psi(\tau)\quad\Rightarrow\quad\psi(\tau)=0.$$

A state with $C=+1$ has a node on atom 2. For $C=-1$ the same reasoning at the fixed point $-\tau$ gives a node on atom 1. Inversion exchanges the two states. In silicon it also exchanges identical atoms, so their energies agree. In zincblende one state avoids one species and its partner avoids the other, and no operation relates their energies.

The nodes survive in zincblende, because each rotation passes through an atom and remains a symmetry. They are nodes of the pseudo-wavefunction at the atomic centres; the density around those centres is not zero.

**Q:** How large is the splitting for a small $V_A$?

**A:** Let $W$ be the $V_A$ part of the potential. It obeys $PWP=-W$ and $CWC=W$. Take the silicon conduction state $\psi_+$ of even parity and its partner $C\psi_+$. The first diagonal element vanishes:

$$\langle\psi_+|W|\psi_+\rangle=\langle\psi_+|PWP|\psi_+\rangle=-\langle\psi_+|W|\psi_+\rangle=0.$$

The second vanishes too, because $CWC=W$ makes it equal to the first. What remains is

$$\Delta=\langle\psi_+|W|C\psi_+\rangle.$$

Since $C$ is unitary and $C^2=1$, it is Hermitian. Then $\Delta^*=\langle\psi_+|CW|\psi_+\rangle=\langle\psi_+|WC|\psi_+\rangle=\Delta$, so $\Delta$ is real. The two-by-two problem has eigenstates $(\psi_+\pm C\psi_+)/\sqrt2$, with $C=\pm1$ and

$$E_\pm=E_0\pm\Delta.$$

The splitting is $2|\Delta|$ to first order. Inversion changes $V_A$ into $-V_A$ and, at X, $C$ into $-C$. Therefore $E_-(V_A)=E_+(-V_A)$, and the signed splitting $E_+-E_-$ is odd in the overall strength of $V_A$. Its first correction is cubic. The mean energy of the pair is even in $V_A$ and may shift in second order.

**Q:** Does the same thing happen to every pair at X?

**A:** No. Without spin-orbit coupling the upper valence pair remains degenerate, which shows that losing inversion is not enough by itself. Let $D$ be the twofold rotation about the $x$ axis through atom 1, and let $M$ be the mirror $y\leftrightarrow z$ through the same atom. Both are zincblende symmetries. Measured from atom 1, $C$ reverses $x$ and $y$, and $D$ reverses $y$ and $z$. Conjugating $C$ with the mirror gives an operation that reverses $x$ and $z$, which is the product of the other two:

$$MCM=DC.$$

No translation appears, because all the operations keep one atom fixed. $D$ commutes with $C$ and $M$, so states can be sorted by $D=\pm1$.

- For $D=-1$, $MCM=-C$. If $\psi$ has $C=c$, then $M\psi$ has $C=-c$ and the same energy. The pair is protected.
- For $D=+1$, $MCM=C$. The mirror keeps $C$ unchanged and protects nothing.

In the numerical example below, the conduction pair has $D=+1$ and the upper valence pair has $D=-1$.

**Q:** Can I see both cases in a calculation small enough to do by hand?

**A:** Keep the six shortest plane waves at X. In units of $2\pi/a$ they are $(\pm1,0,0)$, with kinetic energy $T=\hbar^2(2\pi/a)^2/2m$, and four waves with energy $2T$:

$$A=(0,1,1),\quad A'=(0,-1,-1),$$
$$B=(0,1,-1),\quad B'=(0,-1,1).$$

Write $|1\rangle$ and $|\bar1\rangle$ for $(\pm1,0,0)$, and form

$$c=\frac{|1\rangle+|\bar1\rangle}{\sqrt2},\quad s=\frac{|1\rangle-|\bar1\rangle}{\sqrt2},\quad b=\frac{B+B'}{\sqrt2},\quad d=\frac{A-A'}{\sqrt2}.$$

Matrix elements follow from $\langle\mathbf K|V|\mathbf K'\rangle=V(\mathbf K-\mathbf K')$. From $|1\rangle$ to $A,A',B,B'$ the angles $\mathbf G\cdot\tau$ are $-\pi/4,\,3\pi/4,\,\pi/4,\,\pi/4$. From $|\bar1\rangle$ they are $-3\pi/4,\,\pi/4,\,-\pi/4,\,-\pi/4$. Adding the four terms in each element gives

$$\langle c|V|b\rangle=\langle s|V|d\rangle=\tfrac12\cdot\tfrac4{\sqrt2}V_{S3}=\sqrt2\,V_{S3},$$
$$\langle c|V|d\rangle=-i\sqrt2\,V_{A3},\qquad\langle s|V|b\rangle=i\sqrt2\,V_{A3}.$$

The differences of type $(2,0,0)$ give

$$\langle c|V|s\rangle=\tfrac12[-V(2,0,0)+V(-2,0,0)]=-iV_{A4},$$
$$\langle b|V|d\rangle=\tfrac12(-i-i-i-i)V_{A4}=-2iV_{A4}.$$

Finally, $V(0,2,2)=-V_{S8}$ couples $A$ to $A'$ and $V(0,2,-2)=V_{S8}$ couples $B$ to $B'$. Both $b$ and $d$ therefore have diagonal energy $2T+V_{S8}$.

On a plane wave, $C$ reverses $K_x$ and $K_y$ and multiplies by $e^{-i\pi(K_x+K_y)/2}$. This gives $Cc=is$ and $Cb=id$. The states with $C=\sigma=\pm1$ are thus $(c+i\sigma s)/\sqrt2$ and $(b+i\sigma d)/\sqrt2$. For the first, the $V_A$ contribution is

$$\tfrac12\left[i\sigma(-iV_{A4})-i\sigma(iV_{A4})\right]=\sigma V_{A4}.$$

The second acquires $2\sigma V_{A4}$ in the same way. The element between them is

$$\tfrac12\left[2\sqrt2V_{S3}+i\sigma(-i\sqrt2V_{A3})-i\sigma(i\sqrt2V_{A3})\right]=\sqrt2(V_{S3}+\sigma V_{A3}).$$

The two sectors do not mix, and each has the matrix

$$H_\sigma=\begin{pmatrix}T+\sigma V_{A4}&\sqrt2(V_{S3}+\sigma V_{A3})\\ \sqrt2(V_{S3}+\sigma V_{A3})&2T+V_{S8}+2\sigma V_{A4}\end{pmatrix}.$$

If $V_A=0$, $H_+=H_-$ and the levels pair up. Otherwise the upper eigenvalues, which are the conduction levels, generally differ.

The remaining combinations $(A+A')/\sqrt2$ and $(B-B')/\sqrt2$ both have energy $2T-V_{S8}$. Their mutual coupling is $\tfrac12(i+i\cdot(-1)-i+i)V_{A4}=0$, and they have $D=-1$ while the other four states have $D=+1$. This is the valence pair that does not split.

**Q:** What numbers come out for a silicon-like crystal?

**A:** I use round parameters of roughly silicon's size: $a=0.54$ nm and $V_S=-2.9,\ 0.5,\ 1.1$ eV for shells 3, 8 and 11. The zincblende partner keeps $a$ and $V_S$ fixed and adds $V_A=0.9,\ 0.7,\ 0.1$ eV for shells 3, 4 and 11. Here $T=5.1582$ eV.

For $\sigma=+1$ the diagonal entries are $5.1582+0.7=5.8582$ eV and $10.3164+0.5+1.4=12.2164$ eV. The off-diagonal entry is $\sqrt2(-2.9+0.9)=-2.828$ eV. The upper root is

$$9.037+\sqrt{3.179^2+2.828^2}=13.292\ \text{eV}.$$

For $\sigma=-1$ the entries are 4.4582, 9.4164 and $\sqrt2(-3.8)=-5.374$ eV, so

$$6.937+\sqrt{2.479^2+5.374^2}=12.856\ \text{eV}.$$

The six-wave splitting is 0.437 eV. With 116 plane waves, and energies measured from the silicon valence top at $\Gamma$, the results are:

- Silicon: the conduction pair lies at 0.941 eV.
- Zincblende: the pair becomes 0.726 eV ($C=-1$) and 1.241 eV ($C=+1$), a splitting of 0.515 eV.
- The upper valence pair moves from $-3.026$ to $-3.298$ eV and stays degenerate.

The lower state has zero density at atom 1 and 1.57 times the mean density at atom 2. The upper state has 1.16 times the mean at atom 1 and zero at atom 2. These values are not converged to the last digit. With about 400 to 600 waves the conduction levels rise by about 5 meV (0.946, 0.732 and 1.246 eV), the valence pair rises by about 3 meV, and the two densities become about 1.54 and 1.21. The nodes are exact in any basis that respects the symmetry.

**Q:** Does the lower state always sit on the atom with the deeper potential?

**A:** That rule fails, because the shells compete. The first-order contributions to $E_+-E_-$ are $-1.286$ eV from shell 3, $+1.665$ eV from shell 4 and $+0.126$ eV from shell 11. Their sum is 0.506 eV, about 2% below the full 0.515 eV.

The six-wave matrix explains the opposite signs of the first two. Let the upper silicon state have components $(g,h)$. Its first row gives $g/h=\sqrt2V_{S3}/(E-T)$, which is negative because $V_{S3}<0$ and $E>T$. The first-order shift is

$$\Delta=(g^2+2h^2)V_{A4}+2\sqrt2\,gh\,V_{A3},$$

so positive $V_{A4}$ and $V_{A3}$ act against each other. Physically, positive $V_{A3}$ weakens the coupling in the $C=+1$ sector, and its upper level is pushed up less by the lower one.

With the other two $V_A$ values fixed, the first-order sum vanishes at $V_{A3}=0.9\times(1.665+0.126)/1.286=1.25$ eV. On either side of this ratio the splitting has opposite signs when $V_A$ is weak, so by continuity it passes through zero nearby. An antisymmetric form factor therefore permits a splitting, without forcing one. Beyond the crossing the order of the two states is reversed, although atom 2 is then still deeper in shell 3.

**Q:** Silicon's conduction minimum is not at X. How is that connected to the degeneracy?

**A:** Move a distance $q$ from X along $x$, with $q$ and $K_x$ in units of $2\pi/a$. The kinetic energy adds $2TqK_x+Tq^2$. The operator $K_x$ is odd under both $P$ and $C$. Parity removes its diagonal elements. For $\kappa=\langle\psi_+|K_x|C\psi_+\rangle$, oddness under $C$ gives $\kappa^*=-\kappa$, so $\kappa$ is imaginary while $\Delta$ is real. The two couplings add in quadrature:

$$E=E_0+\beta q^2\pm\sqrt{\Delta^2+\alpha^2q^2},\qquad\alpha=2T|\kappa|.$$

Here $\beta$ collects $T$ and the effect of the other bands, taken equal for both states.

In silicon $\Delta=0$, and the bands cross linearly. The lower one, $\beta q^2-\alpha|q|$, has its minimum at $|q|=\alpha/2\beta$, at a depth $\alpha^2/4\beta$ below X. The computed slope is $\alpha=1.821$ eV and the computed depth is 0.132 eV. They imply $\beta=1.821^2/(4\times0.1323)=6.27$ eV and $|q|=0.145$, hence $k=0.855$. This $\beta$ is an effective value fitted to the depth; the second-order sum over the other bands at X itself gives 6.41 eV. The full band has its minimum at $k=0.853$.

For $\Delta\ne0$, setting the derivative to zero at $q\neq0$ requires $\sqrt{\Delta^2+\alpha^2q^2}=\alpha^2/2\beta$. A minimum away from X thus needs

$$|\Delta|<\alpha^2/2\beta,$$

which in the formula is twice the silicon depth, or 0.265 eV (0.258 eV with $\beta=6.41$ eV). Half the zincblende splitting is 0.258 eV, slightly below this limit, so the two-band formula predicts a very shallow minimum off X. The full calculation, searched from $k=0.6$ to 1, instead finds the minimum at X. The narrow margin in the formula is not the reason: in the full calculation the lower band rises plainly on moving away from X. The formula uses silicon's $\alpha$ and gives both states silicon's $\beta$. At this strength, $V_A$ changes the coupling within the pair, and so $\alpha$, as well as the coupling to the other bands, which gives the two states different values of $\beta$. The formula shows the trend, that a growing splitting moves the minimum towards X, but it does not locate the threshold for this crystal.

**Q:** How far should I trust these values for real material?

**A:** The silicon degeneracy rests on symmetry; the energies are model values. The model's minimum lies 0.81 eV above the valence top, against a real room-temperature gap of roughly 1.1 eV, while its position agrees with the real one near 0.85 of the way to X. The $V_A$ values are of the rough size used for III–V crystals, and the resulting half electronvolt should be read as a scale of tenths of an electronvolt. Raising $V_{A3}$ by 10%, with all else fixed, lowers the splitting by 0.12 eV. Increasing the basis to 222 waves lowers it by 1 meV. The splitting is about 20 times the thermal energy at 300 K, 25.9 meV.

Spin-orbit coupling was sized with equal $p$-like terms on both atoms, set to split the silicon valence top by 40 meV. It leaves the silicon conduction level at X fourfold degenerate and changes the zincblende conduction splitting by less than 0.01 meV (0.002 meV for the projector used; size and sign depend on its shape). The zincblende upper valence pair, protected only in the spinless problem, does split into two spin doublets: by 5 to 11 meV for this term, and by more for heavier atoms. Heavier or unequal atoms would need their own estimate. Nonlocal pseudopotentials and many-body corrections are left out.

Real silicon devices can break the assumption of an unstrained lattice. A shear in the $yz$ plane keeps $P$, $D$ and $M$ but removes $C$. The remaining operations commute at this X point, so the conduction pair may split even though the atoms are identical. With a deformation energy of order 10 eV per unit of engineering shear strain $2\varepsilon_{yz}$, an engineering shear of 0.5% gives a splitting of order 50 meV. This is an estimate of scale, not a result of the calculation above. The main values computed here are listed in the numerical output that follows.

## Calculated quantities

```
lattice constant a = 0.54 nm
V_S shells 3, 8, 11 = -2.9 0.5 1.1 eV
V_A shells 3, 4, 11 = 0.9 0.7 0.1 eV
kinetic unit T = 5.1582 eV
plane waves at X = 116
Diamond, energies from the valence top at Gamma:
  X levels 1-6 = -8.4677 -8.4677 -3.0262 -3.0262 0.9406 0.9406 eV
  conduction minimum = 0.8083 eV
  minimum at k = 0.853 x 2pi/a
  depth below X = 132.3 meV
  slope alpha at X = 1.8209 eV per 2pi/a
Zincblende, same energy zero (diamond valence top):
  X levels 1-6 = -10.4703 -7.3295 -3.2982 -3.2982 0.7258 1.2409 eV
Signed splitting E(C=+1) - E(C=-1):
  first order, shell 3 = -1.2855 eV
  first order, shell 4 = 1.6651 eV
  first order, shell 11 = 0.1260 eV
  first order, total = 0.5057 eV
  full diagonalization = 0.5151 eV
  V_A3 for first-order cancellation = 1.254 eV
State C=+1: energy = 1.2409 eV
  density/mean at atom 1 = 1.1606, atom 2 = 0.0000
State C=-1: energy = 0.7258 eV
  density/mean at atom 1 = 0.0000, atom 2 = 1.5674
Six-wave model, absolute energies:
  diamond pair = 12.9696 eV
  C=+1: 13.2924 eV, C=-1: 12.8555 eV
  signed splitting = 0.4369 eV
  unsplit valence pair = 9.8163 eV
Zincblende minimum (0.6 to 1): k = 1.000 x 2pi/a
  depth below X = -0.00 meV
Neglected effects:
  spin-orbit splitting at Gamma = 39.95 meV
  diamond X spread with spin-orbit < 1e-5 meV: True
  spin-orbit change of X splitting = 0.002 meV
  larger basis (222 waves) change = -0.97 meV
  change for V_A3 up 10% = -123.4 meV
  thermal energy at 300 K = 25.85 meV
```
